\section*{Does relabelling a collective variable change its free-energy barrier?}

\section*{Question}

I am testing an enhanced-sampling setup on a model pair of particles at 300 K before using it in first-principles molecular dynamics. The pair has a double-well interaction, with a close state A and a distant state B. From the same equilibrium ensemble I compute the free energy along the distance $r$ and along a coordination variable
\begin{equation*}
c(r)=\frac{1}{1+(r/r_0)^{12}} .
\end{equation*}
The barrier from A to B is 13.6 kJ/mol along $r$ and 18.4 kJ/mol along $c$. But $c$ is a one-to-one function of $r$, so both variables label the same configurations. I expected the curve to be stretched sideways, with its heights unchanged. Is one of the barriers wrong? And is this related to the $-2kT\ln r$ that I find when I switch the interaction off?

\section*{Answer}

Both barriers are right. The expectation would hold for a potential energy, which has a value at each configuration. A free-energy profile is the logarithm of a probability density, and a density changes when the variable is stretched.

\subsection*{The transformation law}

Let $s$ be a collective variable with equilibrium density $p_s(s)$, so that $p_s\,ds$ is the probability of finding the system between $s$ and $s+ds$. The free energy is
\begin{equation}
F_s(s)=-kT\ln p_s(s),
\end{equation}
where the density is measured in some fixed unit. Changing that unit adds a constant, which cancels in every difference.

Now let $z=g(s)$, with $g$ differentiable, strictly monotone and $g'\neq0$. The interval $ds$ maps to an interval of length $|dz|=|g'(s)|\,ds$ containing the same configurations. Equal probabilities require
\begin{equation}
p_z(g(s))\,|g'(s)|\,ds=p_s(s)\,ds
\quad\Longrightarrow\quad
p_z(g(s))=\frac{p_s(s)}{|g'(s)|}.
\end{equation}
Taking $-kT\ln$ of both sides turns the division into an added term:
\begin{equation}
F_z(g(s))=F_s(s)+kT\ln|g'(s)| .
\label{eq:law}
\end{equation}
The Jacobian here is the derivative of the new variable with respect to the old one; with its inverse the sign would be negative. The absolute value covers decreasing maps such as $c(r)$.

For two fixed configurations with $s=a$ and $s=b$, subtraction gives
\begin{equation}
F_z(g(b))-F_z(g(a))=F_s(b)-F_s(a)+kT\ln\left|\frac{g'(b)}{g'(a)}\right| .
\label{eq:shift}
\end{equation}
The difference is unchanged when $|g'|$ is equal at the two points. For this to hold for every pair, $g'$ must be constant, so $g(s)=\alpha s+\beta$. Changing from nanometres to ångströms is therefore harmless, whereas changing from $r$ to $r^3$ is not.

In general the extrema move as well. If $g$ is twice differentiable, differentiating Eq.~\eqref{eq:law} with respect to $s$ gives the condition
\begin{equation}
\frac{dF_s}{ds}+kT\,\frac{g''(s)}{g'(s)}=0
\end{equation}
for an extremum of $F_z$, instead of $dF_s/ds=0$. The top of one profile is in general not the same set of configurations as the top of the other.

For a fixed map and fixed configurations, the shift in Eq.~\eqref{eq:shift} is proportional to $kT$. It vanishes as $T\to0$, where a profile difference reduces to the difference between the lowest potential energies available at the two values of $s$; for the pair this is simply $u(b)-u(a)$, with $u$ the pair energy.

\subsection*{Particles without interaction}

For a free pair restricted only through its distance, the relative vector is uniformly distributed over the allowed range, and every direction is available at each $r$. (In a periodic cubic cell of side $L$ with the minimum-image distance this holds only for $r<L/2$, because beyond that part of the shell lies outside the cell. If both particles are confined by fixed walls, the relative vector is not uniform. In these cases the $r^2$ law below must be replaced by the actual free-pair distribution.) A shell between $r$ and $r+dr$ has volume $4\pi r^2dr$, so $p_r\propto r^2$ and
\begin{equation}
F_r=-2kT\ln r+\text{const}.
\end{equation}
This term first arises from integrating over the two angles. It becomes an example of relabelling when $r$ is compared with the sphere volume $v=4\pi r^3/3$. Since $dv/dr=4\pi r^2$,
\begin{equation}
F_v=-2kT\ln r+kT\ln(4\pi r^2)+\text{const}=\text{const}.
\end{equation}
With $kT=2.494$ kJ/mol, going from 2.5 to 5 Å changes $F_r$ by $-2kT\ln2=-3.46$ kJ/mol and $F_v$ by zero. The downward slope in $r$ reflects the growing number of configurations per unit of $r$; there is no repulsive force between the particles.

A slope is not yet a barrier, but your variable $c$ produces one. Write $x=r/r_0$. The chain rule gives
\begin{equation}
\left|\frac{dc}{dr}\right|=\frac{12}{r_0}\,\frac{x^{11}}{(1+x^{12})^2}.
\end{equation}
Inserting this in Eq.~\eqref{eq:law}, and using $-2\ln r=-2\ln x-2\ln r_0$, we find
\begin{align}
F_c&=-2kT\ln x+11kT\ln x-2kT\ln(1+x^{12})+\text{const}\nonumber\\
&=kT\left[9\ln x-2\ln(1+x^{12})\right]+\text{const}.
\end{align}
The derivative with respect to $\ln x$ is
\begin{equation}
\frac{dF_c}{d\ln x}=kT\left[9-\frac{24x^{12}}{1+x^{12}}\right].
\end{equation}
It vanishes when $9+9x^{12}=24x^{12}$, hence at $x^{12}=3/5$. It is positive below this point and negative above it, so the point is a maximum. There $c=1/(1+3/5)=0.625$, and for $r_0=4$ Å the distance is 3.83 Å.

This maximum lies 11.2 kJ/mol above the profile at 2.1 Å and 11.3 kJ/mol above it at 5.9 Å. No force opposes the passage between these distances. The variable $c$ changes quickly near $r_0$ and slowly far from it, so wide ranges of $r$ are squeezed into narrow ranges of $c$ near 0 and 1. The density per unit of $c$ is high there.

\subsection*{The interacting pair}

Take the model energy
\begin{equation}
u(r)=h\left[\left(\frac{r-r_m}{a}\right)^2-1\right]^2,
\end{equation}
with $h=15$ kJ/mol, $r_m=4$ Å, $a=1$ Å and $r$ confined to 2--6 Å. Its minima, at 3 and 5 Å, have equal energy. The Boltzmann factor multiplies the shell area, so $F_r=u-2kT\ln r+\text{const}$. Adding $kT\ln(4\pi r^2)$ gives $F_v=u+\text{const}$, and the barrier in $v$ is $h$ itself. Each column below uses the extrema of its own profile; energies are in kJ/mol.

\begin{center}
\begin{tabular}{lrrr}
 & $r$ & $v$ & $c$\\
\hline
Barrier A to B & 13.59 & 15.00 & 18.37\\
Barrier B to A & 16.13 & 15.00 & 20.43\\
$F(\mathrm{B})-F(\mathrm{A})$ at bottoms & $-2.54$ & 0.00 & $-2.05$
\end{tabular}
\end{center}

Your two barriers can be connected step by step. In the $r$ profile, the bottom of A is at 3.014 Å and the top at 3.979 Å. Between these points $|dc/dr|$ grows by a factor 6.03, so Eq.~\eqref{eq:shift} adds
\begin{equation}
kT\ln 6.03=2.494\times1.797=4.48\ \text{kJ/mol}.
\end{equation}
The difference between these fixed points is then $13.59+4.48=18.07$ kJ/mol. The remaining 0.30 kJ/mol appears because the $c$ profile has its own extrema, at 2.945 and 3.974 Å. Its well bottom is lower, and its top higher, than at the points inherited from $r$.

The shift in Eq.~\eqref{eq:shift} has no bound in either direction, because a monotone map can be chosen to give $|g'(b)/g'(a)|$ any positive value. A suitable label therefore makes the barrier as high as one likes, and another removes it altogether. To see the latter, let
\begin{equation}
q(s)=\int_{s_{\min}}^{s}p_s(s')\,ds',
\end{equation}
with $p_s>0$ throughout the range. Then $dq/ds=p_s$, so $p_q=p_s/p_s=1$ and $F_q$ is constant. The barrier has disappeared from the profile, although the ensemble and the motion of the particles are unchanged.

\subsection*{Thermodynamic comparison of the states}

The probability of a region does not depend on its label. Fix one dividing surface, here the top of the $r$ profile, and define
\begin{equation}
\Delta A=-kT\ln\frac{P_B}{P_A},\qquad
P_A=\int_A p_s\,ds=\int_{g(A)}p_z\,dz .
\end{equation}
In the second integral, the factor $|g'|$ in $dz$ cancels the one in the density. In the example $P_A=0.273$ and $P_B=0.727$, giving $\Delta A=-2.44$ kJ/mol whether one integrates over $r$ or $c$.

The depths of the wells cannot replace this quantity. In $v$ the bottoms are level, yet B is 2.66 times as probable as A. The two wells of $u$ are equally wide in $r$, but since $dv=4\pi r^2dr$, the outer one is wider in $v$ by about $5^2/3^2=2.78$. This estimate uses the Jacobian at the minima and neglects its variation across each well.

\subsection*{Rates}

For classical nuclei in equilibrium, the transition-state rate is the flux from A to B through a dividing surface $z=z^\ddagger$, divided by the population of A. Velocities of either sign are equally likely, so half of the mean absolute flux goes from A to B:
\begin{equation}
k_{\mathrm{TST}}=\frac{1}{2}\,
\frac{\langle|\dot z|\rangle_{z^\ddagger}\,p_z(z^\ddagger)}{P_A}.
\label{eq:tst}
\end{equation}
The angle brackets denote an average over configurations and velocities on the surface. Under relabelling, $\dot z=g'(s)\dot s$, so the mean speed gains a factor $|g'|$. The density loses the same factor, and the product is unchanged. This holds for one fixed surface; moving the surface to the top of another profile can change the result. Equation~\eqref{eq:tst} counts every forward crossing and omits the correction for trajectories that recross.

For a reduced mass $\mu$ of 20 u, $\dot r$ is Gaussian with variance $kT/\mu$ (with $kT$ taken per molecule), and its mean absolute value is $\sqrt{2kT/(\pi\mu)}=2.818$ Å/ps. The rate through $r=3.979$ Å is 0.0157 ps$^{-1}$ from the formula in any of the three variables. Counting crossings of the same surface, recognised by the value of $c$ before and after short straight flights, gives 0.0156 ps$^{-1}$.

Inserting a bare barrier into $(kT/h_P)\exp(-\Delta F/kT)$, where $h_P$ is Planck's constant, does not have this invariance. With $kT/h_P=6.251$ ps$^{-1}$,
\begin{align}
r:\quad &6.251\,e^{-13.59/2.494}=0.0269\ \text{ps}^{-1},\\
v:\quad &6.251\,e^{-15.00/2.494}=0.0153\ \text{ps}^{-1},\\
c:\quad &6.251\,e^{-18.37/2.494}=0.0040\ \text{ps}^{-1}.
\end{align}
The largest is 6.8 times the smallest. The value from $v$ happens to lie near the flux result, but this does not make $v$ the correct label: the flux varies as $\mu^{-1/2}$, while the bare expression contains no mass, so another mass would destroy the agreement.

\subsection*{A profile that keeps its barrier}

One can compensate for the stretching with the gradient of the variable. In the relative Cartesian coordinates of the pair, define
\begin{equation}
F^G(z)=F_z(z)-kT\ln\langle|\nabla z|\rangle_z ,
\end{equation}
where the average is over configurations with the given $z$. Since $|\nabla z|=|g'|\,|\nabla s|$, the second term contributes $-kT\ln|g'|$ and cancels the shift in Eq.~\eqref{eq:law}. For the distance $|\nabla r|=1$, so $F^G=F_r$ and the barrier is 13.59 kJ/mol for all three labels.

This does not make 13.59 kJ/mol a rate constant in disguise. A rate still needs the speed and the population of A, as in Eq.~\eqref{eq:tst}. The gradient also depends on how lengths are measured. Weighting them with the reduced mass multiplies $|\nabla r|$ by the same constant at every distance, which leaves this barrier unchanged, but a measure of length whose weight varies with position can change it. This happens, for example, if the gradient is taken in nonlinear coordinates and their metric is left out; with the metric included, $|\nabla r|=1$ and the same barrier are recovered.

\subsection*{What this means for a bias}

A bias potential $V$ is added to the energy of each configuration. It therefore keeps its value under relabelling, unlike $F$. Suppose that $V=-F_r(r)$ has been built to flatten the distribution of $r$. The biased profile in $c$ is, up to a constant,
\begin{equation}
F_c+V=F_r+kT\ln\left|\frac{dc}{dr}\right|-F_r
=kT\ln\left|\frac{dc}{dr}\right| .
\end{equation}
Between the same two points as before, 4.48 kJ/mol remains in $c$. A flat histogram in $r$ and an uneven one in $c$ are thus consistent. Unevenness of exactly this form is no evidence of poor convergence; a departure from it needs another explanation, such as insufficient sampling or an inaccurate bias.

When you report a barrier, name the variable, including the parameters of its switching function. To compare results obtained with different labels, first convert the profiles with Eq.~\eqref{eq:law}, or compare region probabilities and rates for a common dividing surface.

\subsection*{When the conversion does not apply}

If several values $s_i$ give the same $z$, their contributions must be added before taking the logarithm:
\begin{equation}
p_z(z)=\sum_i\frac{p_s(s_i)}{|g'(s_i)|}.
\end{equation}
If $g'$ vanishes where $p_s$ is nonzero, $p_z$ diverges there and the height of the profile at that point has no meaning, though probabilities of intervals remain finite. Finally, if the second variable is not a function of the first, as for a distance and an independent angle, the profile of one does not determine that of the other. One then needs their joint distribution, or configurations with their statistical weights.

The numerical check compares these profiles with direct counting on a Cartesian lattice of relative positions.

\section*{Computed results}
\begin{verbatim}
temperature = 300 K, kT = 2.4943 kJ/mol
h = 15 kJ/mol, rm = 4 A, a = 1 A
range 2 to 6 A, r0 = 4 A, mass 20 u
lattice points used: 4033757
FREE PAIR, energies in kJ/mol
F_r(5 A)-F_r(2.5 A): -3.458, counted -3.463
F_v(5 A)-F_v(2.5 A): 0.000, counted -0.006
F_c(5 A)-F_c(2.5 A): 1.888, counted 1.878
maximum of free F_c: r = 3.8333 A, c = 0.6250
its height above r=2.1 A: 11.167, counted 11.153
its height above r=5.9 A: 11.288, counted 11.280
INTERACTING PAIR, energies in kJ/mol
r: A, top, B at r = 3.0141, 3.9791, 5.0082 A
r: barrier A->B 13.590, counted 13.578
r: barrier B->A 16.130, counted 16.125
r: well bottoms F(B)-F(A) = -2.541
v: A, top, B at r = 3.0000, 4.0000, 5.0000 A
v: barrier A->B 15.000, counted 14.973
v: barrier B->A 15.000, counted 14.966
v: well bottoms F(B)-F(A) = 0.000
c: A, top, B at r = 2.9453, 3.9736, 5.0519 A
c: barrier A->B 18.374, counted 18.343
c: barrier B->A 20.426, counted 20.401
c: well bottoms F(B)-F(A) = -2.052
FIXED POINTS: A and top of the r profile, kJ/mol
r->v: Jacobian ratio 1.7428, shift 1.386, counted 1.386
r->c: Jacobian ratio 6.0306, shift 4.482, counted 4.477
q profile, counted highest minus lowest: 0.0227 kJ/mol
P_A = 0.2733, P_B = 0.7267
Delta A: -2.4399 via r, -2.4399 via c, -2.4399 counted, kJ/mol
GRADIENT-CORRECTED BARRIER, same two points, kJ/mol
counted in r: 13.578 (formula 13.590)
counted in v: 13.578 (formula 13.590)
counted in c: 13.578 (formula 13.590)
bias -F_r leaves, counted: 0.015 in r, 4.492 in c, kJ/mol
RATES A->B, in 1/ps
mean radial speed = 2.8178 A/ps
crossings counted, surface r = 3.9791 A: 0.01564
kT/h = 6.2510 1/ps
r: flux 0.01574, own top 0.01574, bare 0.02691
v: flux 0.01574, own top 0.01582, bare 0.01529
c: flux 0.01574, own top 0.01574, bare 0.00395
largest/smallest bare-barrier rate = 6.81
\end{verbatim}
